# Deriving the Meir-Wingreen current from the lead number operator: test program

```python
"""Test of the Meir-Wingreen formula for the steady particle current out of lead L,
    I_L = -d<N_L>/dt = Int dE/(2 pi) Tr{ Gamma_L [ i G_lesser + f_L A ] },  hbar = 1.
H = sum_k e_k c_k^+ c_k + H_region(d^+, d) + sum_kn (V_kn c_k^+ d_n + h.c.)
Gamma_L[m,n] = 2 pi sum_k conj(V_km) V_kn delta(E - e_k)   coupling to lead L
G_lesser[n,m](t,t') = i <d_m^+(t') d_n(t)>                  lesser function
G_ret[n,m](t,t') = -i theta(t-t') <{d_n(t), d_m^+(t')}>     retarded function
A = i (G_ret - G_ret^+)                                     spectral function
f_L                                                         Fermi function of lead L
Part 1: exact many-body dynamics of a small interacting system (finite times).
Part 2: steady state between long chains, with a quartic interaction U n_d n_f whose
partner orbital f is immobile, so that n_f is conserved and the problem is solvable.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.linalg import expm


def dagger(matrix):
    return matrix.conj().T


# ---------- Part 1: many-body test; modes 0-2 lead L, 3-4 lead R, 5-6 region ----------
N_MODES = 7


def annihilator(mode):
    result = np.eye(1)
    for j in range(N_MODES):
        if j < mode:
            factor = np.diag([1.0, -1.0])
        elif j == mode:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        result = np.kron(result, factor)
    return result


ops = [annihilator(j) for j in range(N_MODES)]
num = [dagger(a) @ a for a in ops]
number_left = num[0] + num[1] + num[2]
level = np.array([-0.6, 0.1, 0.7, -0.3, 0.5])
beta = np.array([2.0, 2.0, 2.0, 3.0, 3.0])
mu_levels = np.array([0.4, 0.4, 0.4, -0.5, -0.5])
fill = 1 / (np.exp(beta * (level - mu_levels)) + 1)
rng = np.random.default_rng(1)
V = 0.3 * (rng.normal(size=(5, 2)) + 1j * rng.normal(size=(5, 2)))


def many_body_h(coupling, h_region, u_region, u_lead=0.0):
    h = sum(level[k] * num[k] for k in range(5)).astype(complex)
    for k in range(5):
        for n in range(2):
            term = coupling[k, n] * dagger(ops[k]) @ ops[5 + n]
            h += term + dagger(term)
    for m in range(2):
        for n in range(2):
            h += h_region[m, n] * dagger(ops[5 + m]) @ ops[5 + n]
    return h + u_region * num[5] @ num[6] + u_lead * num[0] @ num[1]


def heisenberg_picture(h):
    energy, vec = np.linalg.eigh(h)

    def at(operator, time):
        u = (vec * np.exp(-1j * energy * time)) @ dagger(vec)
        return dagger(u) @ operator @ u
    return at


def initial_state(region_exponent):
    exponent = sum(beta[k] * (level[k] - mu_levels[k]) * num[k] for k in range(5))
    rho = expm(-(exponent + region_exponent))
    return rho / np.trace(rho)


def current_from_number(at, rho, time, step=1e-3):
    before = np.trace(rho @ at(number_left, time - step)).real
    after = np.trace(rho @ at(number_left, time + step)).real
    return (before - after) / (2 * step)


def current_from_functions(at, rho, time):
    nodes, weights = np.polynomial.legendre.leggauss(48)
    d_now = [at(ops[5 + n], time) for n in range(2)]
    total = 0.0
    for t1, w in zip(time * (nodes + 1) / 2, time * weights / 2):
        phase = np.exp(1j * level[:3] * (time - t1))
        for m in range(2):
            d_dag = at(dagger(ops[5 + m]), t1)
            for n in range(2):
                occupied = np.trace(rho @ d_dag @ d_now[n])
                empty = np.trace(rho @ d_now[n] @ d_dag)
                lesser, retarded = 1j * occupied, -1j * (occupied + empty)
                kernel = V[:3, n] * V[:3, m].conj() * phase
                total += w * np.sum(kernel * (lesser + fill[:3] * retarded))
    return -2 * total.imag


h_two = np.array([[-0.2, 0.25j], [-0.25j, 0.3]])
hop_region = dagger(ops[5]) @ ops[6]
rho = initial_state(0.7 * num[5] - 0.4 * num[6] + 0.9 * num[5] @ num[6]
                    + 0.3 * (hop_region + dagger(hop_region)))
H = many_body_h(V, h_two, 1.5)
at = heisenberg_picture(H)
T_TEST = 3.0

# current operator from the commutator against the tunnelling expression
tunnel = sum(V[k, n] * dagger(ops[k]) @ ops[5 + n] for k in range(3) for n in range(2))
commutator_current = -1j * (H @ number_left - number_left @ H)
assert np.allclose(commutator_current, 1j * (tunnel - dagger(tunnel)), atol=1e-12)

# thermal-lead lemma <c^+ X> = f <{c^+, X}> with X = d_n(t) of the interacting system
lemma_error = 0.0
for k in range(5):
    for n in range(2):
        x, c_dag = at(ops[5 + n], T_TEST), dagger(ops[k])
        left_side = np.trace(rho @ c_dag @ x)
        right_side = fill[k] * np.trace(rho @ (c_dag @ x + x @ c_dag))
        lemma_error = max(lemma_error, abs(left_side - right_side))
assert lemma_error < 1e-11

direct = current_from_number(at, rho, T_TEST)
formula = current_from_functions(at, rho, T_TEST)
assert abs(direct) > 1e-3 and abs(direct - formula) < 1e-6

# an interaction inside the lead must spoil the formula
at_bad = heisenberg_picture(many_body_h(V, h_two, 1.5, u_lead=1.0))
direct_bad = current_from_number(at_bad, rho, T_TEST)
formula_bad = current_from_functions(at_bad, rho, T_TEST)
assert abs(direct_bad - formula_bad) > 1e-3

# immobile partner orbital: many-body dynamics equals the average over n_f = 0, 1
V_one = V.copy()
V_one[:, 1] = 0
at_f = heisenberg_picture(many_body_h(V_one, np.diag([-0.2, 0.3]), 1.5))
rho_f = initial_state(0.7 * num[5] - 0.4 * num[6])
many_body_number = np.trace(rho_f @ at_f(number_left, T_TEST)).real
p_f = 1 / (np.exp(-0.4) + 1)
average_number = 0.0
for n_f, weight in ((0, 1 - p_f), (1, p_f)):
    h_single = np.diag(np.append(level, -0.2 + 1.5 * n_f)).astype(complex)
    h_single[:5, 5], h_single[5, :5] = V[:, 0], V[:, 0].conj()
    u = expm(-1j * h_single * T_TEST)
    c = u @ np.diag(np.append(fill, 1 / (np.exp(0.7) + 1))) @ dagger(u)
    average_number += weight * np.trace(c[:3, :3]).real
assert abs(many_body_number - average_number) < 1e-10

# ---------- Part 2: steady state between semi-infinite chains (Hartree units) ----------
HOP, KT = 0.05, 0.001
MU_L, MU_R = 0.015, -0.015
E_D, U_DF, P_F = -0.01, 0.03, 0.4
V_L, V_R = np.array([0.015]), np.array([0.010])
N_CHAIN = 240


def fermi(energy, mu):
    return 1 / (np.exp((energy - mu) / KT) + 1)


def region_functions(energy, sectors, weights, v_l, v_r, mu_l=MU_L, mu_r=MU_R):
    """Gamma_L, Gamma_R, averaged G_ret and averaged G_lesser on an energy array."""
    e = np.asarray(energy, dtype=float)[:, None, None]
    root = np.sqrt(4 * HOP**2 - e**2)
    surface = (e - 1j * root) / (2 * HOP**2)
    outer_l, outer_r = np.outer(v_l.conj(), v_l), np.outer(v_r.conj(), v_r)
    gamma_l, gamma_r = outer_l * root / HOP**2, outer_r * root / HOP**2
    sigma_lesser = 1j * (fermi(e, mu_l) * gamma_l + fermi(e, mu_r) * gamma_r)
    retarded, lesser = 0, 0
    for h, w in zip(sectors, weights):
        g = np.linalg.inv(e * np.eye(len(h)) - h - surface * (outer_l + outer_r))
        retarded = retarded + w * g
        lesser = lesser + w * g @ sigma_lesser @ g.conj().transpose(0, 2, 1)
    return gamma_l, gamma_r, retarded, lesser


def spectral(retarded):
    return 1j * (retarded - retarded.conj().transpose(0, 2, 1))


def trace(a, b):
    return np.einsum('eij,eji->e', a, b).real


theta = (np.arange(4000) + 0.5) * np.pi / 4000
grid = -2 * HOP * np.cos(theta)
measure = 2 * HOP * np.sin(theta) * (np.pi / 4000) / (2 * np.pi)


def meir_wingreen(sectors, weights, v_l, v_r, mu_l=MU_L, mu_r=MU_R):
    g_l, g_r, ret, les = region_functions(grid, sectors, weights, v_l, v_r, mu_l, mu_r)
    a = spectral(ret)
    in_l = np.sum(measure * fermi(grid, mu_l) * trace(g_l, a))
    out_l = np.sum(measure * trace(g_l, -1j * les))
    in_r = np.sum(measure * fermi(grid, mu_r) * trace(g_r, a))
    out_r = np.sum(measure * trace(g_r, -1j * les))
    weight = np.sum(measure * np.einsum('eii->e', a).real)
    occupation = np.sum(measure * np.einsum('eii->e', -1j * les).real)
    return in_l, out_l, in_l - out_l, in_r - out_r, weight, occupation


chain = -HOP * (np.eye(N_CHAIN, k=1) + np.eye(N_CHAIN, k=-1))
chain_e, chain_q = np.linalg.eigh(chain)


def finite_system(h, v_l, v_r):
    """Eigenpairs of chain-region-chain and the uncoupled initial correlation matrix."""
    m, n = len(h), N_CHAIN
    full = np.zeros((2 * n + m, 2 * n + m), dtype=complex)
    start = np.zeros_like(full)
    full[:n, :n], full[n:n + m, n:n + m], full[n + m:, n + m:] = chain, h, chain
    full[n - 1, n:n + m], full[n:n + m, n - 1] = v_l, v_l.conj()
    full[n + m, n:n + m], full[n:n + m, n + m] = v_r, v_r.conj()
    start[:n, :n] = (chain_q * fermi(chain_e, MU_L)) @ chain_q.T
    start[n + m:, n + m:] = (chain_q * fermi(chain_e, MU_R)) @ chain_q.T
    energy, vec = np.linalg.eigh(full)
    return energy, vec, start


def time_evolution(sectors, weights, v_l, v_r, time=180 / HOP, step=0.5 / HOP):
    """-dN_L/dt, -dN_R/dt and region occupation on the plateau, by time evolution."""
    result = np.zeros(3)
    for h, w in zip(sectors, weights):
        energy, vec, start = finite_system(h, v_l, v_r)
        counts = []
        for t in (time - step, time + step):
            u = (vec * np.exp(-1j * energy * t)) @ dagger(vec)
            density = np.einsum('ij,ij->i', u @ start, u.conj()).real
            counts.append([density[:N_CHAIN].sum(), density[-N_CHAIN:].sum(),
                           density[N_CHAIN:-N_CHAIN].sum()])
        first, last = np.array(counts)
        rate = (first - last) / (2 * step)
        result += w * np.array([rate[0], rate[1], (first[2] + last[2]) / 2])
    return result


sectors = [np.array([[E_D]]), np.array([[E_D + U_DF]])]
weights = [1 - P_F, P_F]
inject, back, i_left, i_right, norm, n_d = meir_wingreen(sectors, weights, V_L, V_R)
t_left, t_right, t_nd = time_evolution(sectors, weights, V_L, V_R)
assert abs(norm - 1) < 1e-8                       # no bound state outside the band
assert abs(i_left - t_left) < 1e-4 * abs(t_left)
assert abs(i_right - t_right) < 1e-4 * abs(t_right)
assert abs(n_d - t_nd) < 1e-4
assert abs(i_left + i_right) < 1e-10
i_equal = meir_wingreen(sectors, weights, V_L, V_R, 0.005, 0.005)[2]
assert abs(i_equal) < 1e-12

# two orbitals, complex couplings, coupling matrices that are not proportional
h2 = HOP * np.array([[-0.2, 0.15 * np.exp(0.7j)], [0.15 * np.exp(-0.7j), 0.3]])
sectors2 = [h2, h2 + HOP * np.diag([0.5, 0.0])]
v2_l, v2_r = HOP * np.array([0.4, 0.2j]), HOP * np.array([0.15, 0.45 + 0j])
_, _, i2_left, i2_right, norm2, _ = meir_wingreen(sectors2, weights, v2_l, v2_r)
t2_left, t2_right, _ = time_evolution(sectors2, weights, v2_l, v2_r)
assert abs(norm2 - 2) < 1e-8
assert abs(i2_left - t2_left) < 1e-4 * abs(t2_left)
assert abs(i2_right - t2_right) < 1e-4 * abs(t2_right)

# energy-resolved kernel from half-range time integrals of the evolved correlators
probe = np.array([0.0, -0.01, 0.012])
t_end = 200 / HOP
s = np.linspace(0, 170 / HOP, 1701)
les_s, ret_s = np.zeros(len(s), complex), np.zeros(len(s), complex)
for h, w in zip(sectors, weights):
    energy, vec, start = finite_system(h, V_L, V_R)
    d_row = vec[N_CHAIN]
    row = ((d_row * np.exp(-1j * energy * t_end)) @ dagger(vec)) @ start @ vec
    les_s += w * 1j * np.exp(1j * np.outer(t_end - s, energy)) @ (row * d_row.conj())
    ret_s += w * -1j * np.exp(-1j * np.outer(s, energy)) @ np.abs(d_row)**2
kernel_time = np.array([
    -2 * simpson(np.exp(1j * e * s) * (les_s + fermi(e, MU_L) * ret_s), x=s).imag
    for e in probe])
gl0, gr0, ret0, les0 = region_functions(probe, sectors, weights, V_L, V_R)
a0 = spectral(ret0)[:, 0, 0].real
occ0 = (-1j * les0)[:, 0, 0].real
kernel_energy = fermi(probe, MU_L) * a0 - occ0
assert np.max(np.abs(kernel_time - kernel_energy)) < 1e-3 * np.max(a0)

# proportional couplings: the lesser function drops out of the current
gl, gr, ret, les = region_functions(grid, sectors, weights, V_L, V_R)
window = fermi(grid, MU_L) - fermi(grid, MU_R)
gl, gr, g_avg = gl[:, 0, 0], gr[:, 0, 0], ret[:, 0, 0]
i_prop = np.sum(measure * window * gl * gr / (gl + gr) * (-2 * g_avg.imag))
assert abs(i_prop - t_left) < 1e-4 * abs(t_left)
# coherent expression with the averaged retarded function: must fail here
i_coherent = np.sum(measure * window * gl * gr * np.abs(g_avg)**2)
assert i_coherent < 0.95 * t_left

i_nf0 = meir_wingreen(sectors, [1, 0], V_L, V_R)[2]
i_nf1 = meir_wingreen(sectors, [0, 1], V_L, V_R)[2]
a_nf = [spectral(region_functions(probe[:1], sectors, w, V_L, V_R)[2])[0, 0, 0].real
        for w in ([1, 0], [0, 1])]
micro = physical_constants['atomic unit of current'][0] * 1e6

print("Small interacting system, 128 states, atomic units")
print(f"time of comparison: {T_TEST:.1f}")
print(f"current from -d<N_L>/dt: {direct:.7f}")
print(f"current from G_lesser and G_ret: {formula:.7f}")
print(f"largest error of thermal-lead lemma: {lemma_error:.1e}")
print(f"interacting lead, -d<N_L>/dt: {direct_bad:.5f}")
print(f"interacting lead, formula (invalid): {formula_bad:.5f}")
print("Worked example, inputs")
print(f"chain hopping: {HOP:.3f} Ha")
print(f"coupling to L, to R: {V_L[0]:.3f}, {V_R[0]:.3f} Ha")
print(f"level e_d: {E_D:.3f} Ha")
print(f"interaction U: {U_DF:.3f} Ha")
print(f"mean n_f: {P_F:.1f}")
print(f"mu_L, mu_R: {MU_L:.3f}, {MU_R:.3f} Ha")
print(f"kT: {KT:.3f} Ha")
print("Worked example at energy E = 0")
print(f"Gamma_L, Gamma_R: {gl0[0, 0, 0]:.4f}, {gr0[0, 0, 0]:.4f} Ha")
print(f"A for n_f=0, n_f=1: {a_nf[0]:.3f}, {a_nf[1]:.3f} 1/Ha")
print(f"averaged A: {a0[0]:.3f} 1/Ha")
print(f"-i G_lesser: {occ0[0]:.3f} 1/Ha")
print(f"i G_lesser + f_L A: {kernel_energy[0]:.3f} 1/Ha")
print(f"same from time integrals: {kernel_time[0]:.3f} 1/Ha")
print("Worked example, integrated")
print(f"spectral weight of d: {norm:.6f}")
print(f"occupation n_d, formula: {n_d:.5f}")
print(f"occupation n_d, time evolution: {t_nd:.5f}")
print(f"injection term: {inject:.6e} a.u.")
print(f"return term: {back:.6e} a.u.")
print(f"I_L, Meir-Wingreen: {i_left:.6e} a.u.")
print(f"I_L, time evolution: {t_left:.6e} a.u.")
print(f"I_R, Meir-Wingreen: {i_right:.6e} a.u.")
print(f"I_L, proportional-coupling form: {i_prop:.6e} a.u.")
print(f"I_L for n_f=0: {i_nf0:.6e} a.u.")
print(f"I_L for n_f=1: {i_nf1:.6e} a.u.")
print(f"coherent expression (invalid): {i_coherent:.6e} a.u.")
print(f"coherent / exact: {i_coherent / i_left:.4f}")
print(f"e I_L: {i_left * micro:.3f} microampere")
print(f"I_L at equal mu: {abs(i_equal):.1e} a.u.")
print("Two-orbital region, non-proportional couplings")
print(f"I_L, Meir-Wingreen: {i2_left:.6e} a.u.")
print(f"I_L, time evolution: {t2_left:.6e} a.u.")
print("success")
```

Output:

```
Small interacting system, 128 states, atomic units
time of comparison: 3.0
current from -d<N_L>/dt: 0.0496125
current from G_lesser and G_ret: 0.0496125
largest error of thermal-lead lemma: 8.8e-17
interacting lead, -d<N_L>/dt: 0.06403
interacting lead, formula (invalid): 0.10465
Worked example, inputs
chain hopping: 0.050 Ha
coupling to L, to R: 0.015, 0.010 Ha
level e_d: -0.010 Ha
interaction U: 0.030 Ha
mean n_f: 0.4
mu_L, mu_R: 0.015, -0.015 Ha
kT: 0.001 Ha
Worked example at energy E = 0
Gamma_L, Gamma_R: 0.0090, 0.0040 Ha
A for n_f=0, n_f=1: 91.388, 29.395 1/Ha
averaged A: 66.591 1/Ha
-i G_lesser: 46.102 1/Ha
i G_lesser + f_L A: 20.490 1/Ha
same from time integrals: 20.452 1/Ha
Worked example, integrated
spectral weight of d: 1.000000
occupation n_d, formula: 0.52477
occupation n_d, time evolution: 0.52477
injection term: 5.898983e-03 a.u.
return term: 4.614416e-03 a.u.
I_L, Meir-Wingreen: 1.284567e-03 a.u.
I_L, time evolution: 1.284567e-03 a.u.
I_R, Meir-Wingreen: -1.284567e-03 a.u.
I_L, proportional-coupling form: 1.284567e-03 a.u.
I_L for n_f=0: 1.731236e-03 a.u.
I_L for n_f=1: 6.145632e-04 a.u.
coherent expression (invalid): 6.019015e-04 a.u.
coherent / exact: 0.4686
e I_L: 8.508 microampere
I_L at equal mu: 0.0e+00 a.u.
Two-orbital region, non-proportional couplings
I_L, Meir-Wingreen: 1.791930e-03 a.u.
I_L, time evolution: 1.791930e-03 a.u.
success
```
